# Reflection-Free Open Boundaries for Tunneling Through a Finite-Difference Barrier: a numerical check

```python
# RESULT UNDER TEST
# A grid of spacing a with hopping t = hbar^2/(2 m a^2) obeys the dispersion
# E - U = 2 t (1 - cos theta).  The boundary self-energy -t exp(i theta) is
# free of reflection.  Using the continuum phase x = a sqrt(2m(E-U))/hbar
# instead gives a reflection of modulus |sin((theta-x)/2)/sin((theta+x)/2)|
# at each cut, equivalent to a false potential step in the lead.
# Symbols: U band bottom, Gamma = 2 t sin(phase), G Green function,
# S flux-normalised scattering matrix, T transmission, rho false reflection.
# All energies are measured from the Fermi level; internal units are SI.
import numpy as np
from scipy.constants import hbar, h, e, m_e, k as k_B, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import solve_banded

nm = 1e-9
eV = e
thickness = 1.0 * nm
height = 1.0 * eV
barrier_mass = 0.4 * m_e
K_up, K_down = 2.0 * eV, 0.2 * eV      # kinetic energies at the Fermi level


def lattice_phase(kinetic, t):
    assert 0 < kinetic < 4 * t
    return np.arccos(1 - kinetic / (2 * t))


def continuum_phase(kinetic, t):
    return np.sqrt(kinetic / t)


def junction(K_left, K_right, a, pad, bias=0.0, k_par=0.0):
    """Potential and hopping on links; interfaces fall on nodes."""
    n = int(round(thickness / a))
    assert abs(n * a - thickness) < 1e-6 * a
    drop = bias * (0.5 - (np.arange(n) + 0.5) / n)
    U = np.concatenate([np.full(pad + 1, -K_left + bias / 2),
                        height + drop,
                        np.full(pad + 1, -K_right - bias / 2)])
    mass = np.concatenate([np.full(pad + 1, m_e), np.full(n, barrier_mass),
                           np.full(pad + 1, m_e)])
    U = U + hbar**2 * k_par**2 / (2 * mass)
    return U, hbar**2 / (2 * mass * a**2)


def node_energies(U, t):
    return t[:-1] + t[1:] + 0.5 * (U[:-1] + U[1:])


def scattering(E, U, t, phase_left, phase_right):
    """S matrix of the open grid for given boundary phases."""
    diagonal = (E - node_energies(U, t)).astype(complex)
    diagonal[0] += t[0] * np.exp(1j * phase_left)
    diagonal[-1] += t[-1] * np.exp(1j * phase_right)
    size = len(diagonal)
    bands = np.zeros((3, size), complex)
    bands[0, 1:] = t[1:-1]
    bands[1] = diagonal
    bands[2, :-1] = t[1:-1]
    source = np.zeros((size, 2), complex)
    source[0, 0] = source[-1, 1] = 1
    columns = solve_banded((1, 1), bands, source)
    G = columns[[0, -1], :]
    root = np.sqrt([2 * t[0] * np.sin(phase_left),
                    2 * t[-1] * np.sin(phase_right)])
    return -np.eye(2) + 1j * root[:, None] * G * root[None, :]


def grid_S(K_left, K_right, a, pad, rule, E=0.0, bias=0.0, k_par=0.0):
    U, t = junction(K_left, K_right, a, pad, bias, k_par)
    return scattering(E, U, t, rule(E - U[0], t[0]), rule(E - U[-1], t[-1]))


def grid_T(*args, **kwargs):
    return abs(grid_S(*args, **kwargs)[1, 0])**2


def flux_matching_T(v1, v3, w, decay):
    """Rectangular barrier; v1, v3, w may share any common unit."""
    c, s = np.cosh(decay), np.sinh(decay)
    return 4 * v1 * v3 * w**2 / (w**2 * (v1 + v3)**2 * c**2
                                 + (w**2 - v1 * v3)**2 * s**2)


def continuum_T(K_left, K_right, E=0.0, k_par=0.0, phi=height, d=thickness,
                decay=None):
    v1 = np.sqrt(2 * m_e * (K_left + E) / hbar**2 - k_par**2) / m_e
    v3 = np.sqrt(2 * m_e * (K_right + E) / hbar**2 - k_par**2) / m_e
    kappa = np.sqrt(2 * barrier_mass * (phi - E) / hbar**2 + k_par**2)
    return flux_matching_T(v1, v3, kappa / barrier_mass,
                           kappa * d if decay is None else decay)


def lattice_decay(a, k_par=0.0):
    """Decay per cell in the barrier at the Fermi level, and its hopping."""
    t_b = hbar**2 / (2 * barrier_mass * a**2)
    depth = height + hbar**2 * k_par**2 / (2 * barrier_mass)
    return np.arccosh(1 + depth / (2 * t_b)), t_b


def closed_lattice_T(K_left, K_right, a, k_par=0.0):
    t = hbar**2 / (2 * m_e * a**2)
    transverse = hbar**2 * k_par**2 / (2 * m_e)
    mu, t_b = lattice_decay(a, k_par)
    return flux_matching_T(t * np.sin(lattice_phase(K_left - transverse, t)),
                           t * np.sin(lattice_phase(K_right - transverse, t)),
                           t_b * np.sinh(mu), mu * thickness / a)


def decimated_self_energy(kinetic, t):
    """Semi-infinite lead by repeated elimination of every second site."""
    z = kinetic + 1j * 1e-7 * t
    surface = bulk = 2 * t + 0j
    coupling = -t + 0j
    for _ in range(60):
        g = 1 / (z - bulk)
        surface = surface + coupling * g * coupling
        bulk = bulk + 2 * coupling * g * coupling
        coupling = coupling * g * coupling
    return t**2 / (z - surface)


def recursion_T(K_left, K_right, a, pad):
    """March the wave equation from right to left, no self-energy used."""
    U, t = junction(K_left, K_right, a, pad)
    onsite = node_energies(U, t)
    th_l = lattice_phase(-U[0], t[0])
    th_r = lattice_phase(-U[-1], t[-1])
    right, here = np.exp(1j * th_r), 1.0 + 0j
    for j in range(len(onsite) - 1, -1, -1):
        left = (onsite[j] * here - t[j + 1] * right) / t[j]
        right, here = here, left
    incoming = (right - here * np.exp(-1j * th_l)) / (2j * np.sin(th_l))
    return t[-1] * np.sin(th_r) / (t[0] * np.sin(th_l)) / abs(incoming)**2


def false_reflection(theta, x):
    return -((np.exp(1j * theta) - np.exp(1j * x))
             / (np.exp(-1j * theta) - np.exp(1j * x)))


def ratio_tmr(T_uu, T_dd, T_ud):
    return (T_uu + T_dd) / (2 * T_ud) - 1


# ---- self-energy of a lead, and the false step behind the wrong phase ----
a0 = 0.1 * nm
t0 = hbar**2 / (2 * m_e * a0**2)
for K in (K_down, K_up, 2.5 * t0):
    theta, x = lattice_phase(K, t0), continuum_phase(K, t0)
    assert abs(decimated_self_energy(K, t0) + t0 * np.exp(1j * theta)) < 1e-5 * t0
    step = 2 * t0 * (np.cos(x) - 1 + x**2 / 2)
    assert abs(decimated_self_energy(K - step, t0)
               + t0 * np.exp(1j * x)) < 1e-5 * t0

# ---- uniform wire: reflection at one cut ----
for x in (0.1, 0.7, 1.5):
    t_wire = K_up / x**2
    U_wire, hop = np.full(30, -K_up), np.full(30, t_wire)
    theta = lattice_phase(K_up, t_wire)
    measured = abs(scattering(0.0, U_wire, hop, theta, x)[0, 0])
    law = abs(np.sin((theta - x) / 2) / np.sin((theta + x) / 2))
    assert abs(measured / law - 1) < 1e-7
    assert abs(scattering(0.0, U_wire, hop, theta, theta)[0, 0]) < 1e-11
    if x == 0.1:
        assert abs(measured / (x**2 / 48) - 1) < 0.01
        small_step = 2 * t_wire * (np.cos(x) - 1 + x**2 / 2)
        assert abs(small_step / (K_up * x**2 / 12) - 1) < 0.01

theta_up, x_up = lattice_phase(K_up, t0), continuum_phase(K_up, t0)
theta_dn, x_dn = lattice_phase(K_down, t0), continuum_phase(K_down, t0)
wire_U, wire_t = np.full(30, -K_up), np.full(30, t0)
rho_up = abs(scattering(0.0, wire_U, wire_t, theta_up, x_up)[0, 0])
rho_lat = abs(scattering(0.0, wire_U, wire_t, theta_up, theta_up)[0, 0])
wire_U_dn = np.full(30, -K_down)
rho_dn = abs(scattering(0.0, wire_U_dn, wire_t, theta_dn, x_dn)[0, 0])
step_up = 2 * t0 * (np.cos(x_up) - 1 + x_up**2 / 2)

# ---- junction: move the cuts, compare both phases ----
pads = range(1, 21)
channels = {"uu": (K_up, K_up), "dd": (K_down, K_down), "ud": (K_up, K_down)}
good, wrong, exact = {}, {}, {}
for name, (KL, KR) in channels.items():
    good[name] = np.array([grid_T(KL, KR, a0, p, lattice_phase) for p in pads])
    wrong[name] = np.array([grid_T(KL, KR, a0, p, continuum_phase) for p in pads])
    exact[name] = continuum_T(KL, KR)
    assert np.ptp(good[name]) < 1e-9 * good[name][0]
    assert abs(recursion_T(KL, KR, a0, 4) / good[name][0] - 1) < 1e-9
    rho = [false_reflection(lattice_phase(K, t0), continuum_phase(K, t0))
           for K in (KL, KR)]
    for i, p in enumerate(pads):
        S = grid_S(KL, KR, a0, p, lattice_phase)
        S_wrong = grid_S(KL, KR, a0, p, continuum_phase)
        assert np.allclose(S_wrong.conj().T @ S_wrong, np.eye(2), atol=1e-10)
        repeated = ((1 - abs(rho[0])**2) * (1 - abs(rho[1])**2)
                    * abs(S[1, 0])**2
                    / abs(np.linalg.det(np.eye(2) - np.diag(rho) @ S))**2)
        assert abs(repeated / wrong[name][i] - 1) < 1e-8
lower = ((1 - rho_up) / (1 + rho_up))**2
quotient = wrong["uu"] / good["uu"]
assert np.all(quotient > lower - 1e-9) and np.all(quotient < 1 / lower + 1e-9)
assert np.ptp(quotient) > 6 * rho_up      # the cuts really are felt

tmr_good = ratio_tmr(good["uu"][0], good["dd"][0], good["ud"][0])
tmr_wrong = ratio_tmr(wrong["uu"], wrong["dd"], wrong["ud"])
tmr_exact = ratio_tmr(exact["uu"], exact["dd"], exact["ud"])

# ---- remaining grid error, also at oblique incidence ----
# The decay and interface parts of the a^2 error can nearly cancel, so the
# order is measured on fine grids; the closed lattice formula covers all.
for KL, KR, q in ((K_up, K_up, 0.0), (K_up, K_down, 0.0), (K_up, K_down, 1 / nm)):
    target = continuum_T(KL, KR, k_par=q)
    for n in (1, 2, 4, 8, 16):
        on_grid = grid_T(KL, KR, a0 / n, 3, lattice_phase, k_par=q)
        assert abs(closed_lattice_T(KL, KR, a0 / n, q) / on_grid - 1) < 1e-8
    T1, T2, T3 = [grid_T(KL, KR, a0 / n, 3, lattice_phase, k_par=q)
                  for n in (16, 32, 64)]
    assert 3.8 < (T1 - target) / (T2 - target) < 4.2
    assert abs((4 * T3 - T2) / 3 / target - 1) < 1e-5


def error_ratio(n):
    """Error at a0/n over error at a0/(2n), majority to minority."""
    errors = [grid_T(K_up, K_down, a0 / m, 3, lattice_phase) - exact["ud"]
              for m in (n, 2 * n)]
    return errors[0] / errors[1]


mu_0 = lattice_decay(a0)[0]
parts = {}
for name in ("uu", "ud"):
    decay_only = continuum_T(*channels[name], decay=mu_0 * thickness / a0)
    parts[name] = (100 * np.log(decay_only / exact[name]),
                   100 * np.log(good[name][0] / decay_only))

table = []
for n in (1, 2, 4):
    a = a0 / n
    T_lat = grid_T(K_up, K_up, a, 3, lattice_phase)
    T_con = np.array([grid_T(K_up, K_up, a, p, continuum_phase)
                      for p in range(1, 20 * n + 1)])
    table.append((a / nm, 100 * (T_lat / exact["uu"] - 1),
                  100 * np.ptp(T_con) / (2 * T_lat)))
assert 3.5 < table[1][2] / table[2][2] < 4.5

# ---- size of neglected effects ----


def conductance_per_area(KL, KR):
    k_max = np.sqrt(2 * m_e * min(KL, KR)) / hbar

    def integrand(angle):
        q = k_max * np.sin(angle)
        return (continuum_T(KL, KR, k_par=q) * q * k_max * np.cos(angle)
                / (2 * pi) * nm**2)
    return e**2 / h * quad(integrand, 0, pi / 2 - 1e-6)[0] / nm**2


G_uu, G_dd, G_ud = [conductance_per_area(*channels[c]) for c in ("uu", "dd", "ud")]
RA = 1 / (G_uu + G_dd) * 1e12
tmr_oblique = ratio_tmr(G_uu, G_dd, G_ud)

temperature = 300.0
thermal = quad(lambda y: continuum_T(K_up, K_up, E=y * k_B * temperature)
               / (4 * np.cosh(y / 2)**2), -30, 30)[0] / exact["uu"]

voltage = 0.5
breakdown = 10.0                       # MV/cm, rough typical value
field = voltage / thickness / 1e8      # MV/cm
points, weights = np.polynomial.legendre.leggauss(12)
window = 0.5 * sum(w * grid_T(K_up, K_up, a0 / 4, 3, lattice_phase,
                              E=p * voltage * eV / 2, bias=voltage * eV)
                   for p, w in zip(points, weights))
bias_factor = window / grid_T(K_up, K_up, a0 / 4, 3, lattice_phase)

permittivity = 3.0                     # optical-frequency value, rough
orders = np.arange(1, 200001)
image_sum = np.sum((-1.0)**orders / orders)
image_energy = e**2 / (4 * pi * epsilon_0 * permittivity * thickness) * image_sum
image_formula = -e**2 * np.log(2) / (4 * pi * epsilon_0 * permittivity * thickness)
assert abs(image_energy / image_formula - 1) < 1e-5
image_factor = continuum_T(K_up, K_up, phi=height + image_energy) / exact["uu"]

gap = 7.0 * eV                         # barrier band gap, rough
kappa = np.sqrt(2 * barrier_mass * height) / hbar
kappa_two_band = kappa * np.sqrt(1 - height / gap)
band_factor = np.exp(2 * thickness * (kappa - kappa_two_band))
thin_factor = continuum_T(K_up, K_up, d=thickness - 0.1 * nm) / exact["uu"]

# ---- printed numbers ----
print(f"barrier thickness = {thickness/nm:.1f} nm")
print(f"barrier height above Fermi level = {height/eV:.1f} eV")
print(f"barrier mass / free mass = {barrier_mass/m_e:.1f}")
print(f"majority, minority kinetic energy = {K_up/eV:.1f}, {K_down/eV:.1f} eV")
print(f"grid spacing = {a0/nm:.2f} nm")
print(f"lead hopping t = {t0/eV:.4f} eV")
print(f"barrier decay constant = {kappa*nm:.4f} 1/nm")
print(f"majority continuum phase x = {x_up:.5f} rad")
print(f"majority lattice phase theta = {theta_up:.5f} rad")
print(f"minority continuum phase x = {x_dn:.5f} rad")
print(f"minority lattice phase theta = {theta_dn:.5f} rad")
print(f"majority false reflection |rho| = {rho_up:.5f}")
print(f"majority estimate x^2/48 = {x_up**2/48:.5f}")
print(f"minority false reflection |rho| = {rho_dn:.6f}")
print(f"reflection with lattice phase = {rho_lat:.1e}")
print(f"false step in majority lead = {step_up/eV:.4f} eV")
print("Transmissions on the grid, cuts moved over 1 to 20 lead cells:")
for name, label in (("uu", "maj-maj"), ("dd", "min-min"), ("ud", "maj-min")):
    print(f"{label}: lattice phase T = {good[name][0]:.6e}")
    print(f"{label}: relative spread = {np.ptp(good[name])/good[name][0]:.1e}")
    print(f"{label}: continuum phase T = {wrong[name].min():.6e}"
          f" to {wrong[name].max():.6e}")
    print(f"{label}: continuum-limit T = {exact[name]:.6e}")
print(f"maj-maj bounds on T ratio = {lower:.4f} to {1/lower:.4f}")
print(f"maj-maj found T ratio = {quotient.min():.4f} to {quotient.max():.4f}")
print(f"TMR, lattice phase = {100*tmr_good:.2f} %")
print(f"TMR, continuum phase = {100*tmr_wrong.min():.2f}"
      f" to {100*tmr_wrong.max():.2f} %")
print(f"TMR, continuum limit = {100*tmr_exact:.2f} %")
print("Grid error of ln T at 0.1 nm, times 100 (decay, interface part):")
for name, label in (("uu", "maj-maj"), ("ud", "maj-min")):
    print(f"  {label}: {parts[name][0]:+.3f}, {parts[name][1]:+.3f}")
print(f"maj-min error ratio, a/4 to a/8 = {error_ratio(4):.3f}")
print(f"maj-min error ratio, a/16 to a/32 = {error_ratio(16):.3f}")
print("maj-maj: a (nm), grid error of T (%), half-range, wrong phase (%):")
for row in table:
    print(f"  {row[0]:.3f}  {row[1]:+.3f}  {row[2]:.3f}")
print("Neglected effects (factors multiply maj-maj T):")
print(f"all angles: RA product, parallel = {RA:.2f} ohm um2")
print(f"all angles: TMR = {100*tmr_oblique:.2f} %")
print(f"thermal smearing at {temperature:.0f} K: factor {thermal:.4f}")
print(f"bias {voltage:.1f} V: factor {bias_factor:.4f}")
print(f"field = {field:.1f} MV/cm, rough breakdown {breakdown:.0f} MV/cm")
print(f"image energy at mid-barrier = {image_energy/eV:.3f} eV"
      f" (rel. permittivity {permittivity:.0f})")
print(f"barrier lowered by that amount: factor {image_factor:.2f}")
print(f"two-band decay, gap {gap/eV:.0f} eV: factor {band_factor:.2f}")
print(f"barrier thinner by 0.1 nm: factor {thin_factor:.2f}")
print("checks complete")
```

Printed output:

```
barrier thickness = 1.0 nm
barrier height above Fermi level = 1.0 eV
barrier mass / free mass = 0.4
majority, minority kinetic energy = 2.0, 0.2 eV
grid spacing = 0.10 nm
lead hopping t = 3.8100 eV
barrier decay constant = 3.2402 1/nm
majority continuum phase x = 0.72453 rad
majority lattice phase theta = 0.74139 rad
minority continuum phase x = 0.22912 rad
minority lattice phase theta = 0.22962 rad
majority false reflection |rho| = 0.01260
majority estimate x^2/48 = 0.01094
minority false reflection |rho| = 0.001109
reflection with lattice phase = 3.7e-16
false step in majority lead = 0.0860 eV
Transmissions on the grid, cuts moved over 1 to 20 lead cells:
maj-maj: lattice phase T = 6.056086e-03
maj-maj: relative spread = 2.1e-15
maj-maj: continuum phase T = 5.759872e-03 to 6.366281e-03
maj-maj: continuum-limit T = 6.039296e-03
min-min: lattice phase T = 1.676004e-03
min-min: relative spread = 2.7e-15
min-min: continuum phase T = 1.668595e-03 to 1.683427e-03
min-min: continuum-limit T = 1.684932e-03
maj-min: lattice phase T = 3.184776e-03
maj-min: relative spread = 2.5e-15
maj-min: continuum phase T = 3.106033e-03 to 3.272640e-03
maj-min: continuum-limit T = 3.188344e-03
maj-maj bounds on T ratio = 0.9508 to 1.0517
maj-maj found T ratio = 0.9511 to 1.0512
TMR, lattice phase = 21.39 %
TMR, continuum phase = 19.61 to 23.13 %
TMR, continuum limit = 21.13 %
Grid error of ln T at 0.1 nm, times 100 (decay, interface part):
  maj-maj: +2.793, -2.516
  maj-min: +2.798, -2.910
maj-min error ratio, a/4 to a/8 = 3.761
maj-min error ratio, a/16 to a/32 = 3.985
maj-maj: a (nm), grid error of T (%), half-range, wrong phase (%):
  0.100  +0.278  5.007
  0.050  +0.225  1.127
  0.025  +0.065  0.275
Neglected effects (factors multiply maj-maj T):
all angles: RA product, parallel = 14.04 ohm um2
all angles: TMR = 86.97 %
thermal smearing at 300 K: factor 1.0134
bias 0.5 V: factor 1.1234
field = 5.0 MV/cm, rough breakdown 10 MV/cm
image energy at mid-barrier = -0.333 eV (rel. permittivity 3)
barrier lowered by that amount: factor 3.27
two-band decay, gap 7 eV: factor 1.62
barrier thinner by 0.1 nm: factor 1.91
checks complete
```
